# Peak transmission error from a finite imaginary energy at a resonant level: a numerical check

```python
"""
Result under test: a finite imaginary energy eta in the device Green function
multiplies the peak transmission of a resonance of total width Gamma by
    F = (Gamma / (Gamma + 2 eta))**2 .
Gamma : full width at half maximum at eta = 0 (sum of left and right widths)
eta   : imaginary part added to the energy, E -> E + i eta
Test system: double-barrier junction, effective-mass chain, semi-infinite leads.
Gamma comes from the complex pole at eta = 0; peaks come from Green functions.
Energies are in eV and lengths in nm unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/2m, eV nm^2
KT = const.k * 300.0 / const.e
BARRIER_TOP, BARRIER_MASS, WELL_BOTTOM = 1.0, 0.4, -1.0
BOTTOM_UP, BOTTOM_DOWN = -1.0, -0.2
BARRIER_NM, WELL_NM, STEP = 1.0, 1.0, 0.05


class Junction:
    def __init__(self, left, right, step=STEP, well=WELL_NM):
        nb, nw = round(BARRIER_NM / step), round(well / step)
        pot = np.array([left] * 2 + [BARRIER_TOP] * nb + [WELL_BOTTOM] * nw
                       + [BARRIER_TOP] * nb + [right] * 2)
        mass = np.array([1.0] * 2 + [BARRIER_MASS] * nb + [1.0] * nw
                        + [BARRIER_MASS] * nb + [1.0] * 2)
        self.t = KIN / step**2
        padded = np.concatenate(([1.0], mass, [1.0]))
        hop = self.t / (0.5 * (padded[1:] + padded[:-1]))
        self.h = (np.diag(pot + hop[1:] + hop[:-1])
                  - np.diag(hop[1:-1], 1) - np.diag(hop[1:-1], -1)).astype(complex)
        self.left, self.right, self.n = left, right, len(pot)

    def sigma(self, z, bottom):
        # outgoing wave in the lead, continued analytically through the band
        return -self.t * np.exp(1j * np.arccos(complex(1 - (z - bottom) / (2 * self.t))))

    def pole(self, guess):
        z = complex(guess)
        for _ in range(100):
            m = self.h.copy()
            m[0, 0] += self.sigma(z, self.left)
            m[-1, -1] += self.sigma(z, self.right)
            ev = np.linalg.eigvals(m)
            new = ev[np.argmin(abs(ev - z))]
            if abs(new - z) < 1e-11:
                return new
            z = new
        raise RuntimeError("pole search did not converge")

    def matrix(self, energy, eta_dev, eta_lead):
        sl = self.sigma(energy + 1j * eta_lead, self.left)
        sr = self.sigma(energy + 1j * eta_lead, self.right)
        m = (energy + 1j * eta_dev) * np.eye(self.n) - self.h
        m[0, 0] -= sl
        m[-1, -1] -= sr
        return m, -2 * sl.imag, -2 * sr.imag

    def trans(self, energy, eta_dev=0.0, eta_lead=0.0):
        m, gl, gr = self.matrix(energy, eta_dev, eta_lead)
        source = np.zeros(self.n, complex)
        source[0] = 1
        return gl * gr * abs(np.linalg.solve(m, source)[-1])**2

    def peak(self, z, eta_dev=0.0, eta_lead=0.0):
        g = -2 * z.imag
        res = minimize_scalar(lambda e: -self.trans(e, eta_dev, eta_lead),
                              bounds=(z.real - g, z.real + g), method="bounded",
                              options={"xatol": 1e-9})
        return res.x, -res.fun


def factor(gamma, eta):
    return (gamma / (gamma + 2 * eta))**2


systems = {"majority": Junction(BOTTOM_UP, BOTTOM_UP),
           "minority": Junction(BOTTOM_DOWN, BOTTOM_DOWN),
           "antiparallel": Junction(BOTTOM_UP, BOTTOM_DOWN)}
poles = {k: s.pole(0.0) for k, s in systems.items()}
gam = {k: -2 * z.imag for k, z in poles.items()}
clean = {k: s.peak(poles[k])[1] for k, s in systems.items()}

# Peak factor: eta in device and leads, and eta in the device only
etas = [1e-5, 1e-4, 1e-3]
direct, worst = {}, 0.0
for name, s in systems.items():
    for eta in etas:
        for lead_eta in (eta, 0.0):
            ratio = s.peak(poles[name], eta, lead_eta)[1] / clean[name]
            deviation = abs(ratio / factor(gam[name], eta) - 1)
            worst = max(worst, deviation)
            assert deviation < 0.01, (name, eta, lead_eta, deviation)
        direct[name, eta] = ratio          # device-only value is kept
ETA = 1e-4

# Eta in the leads alone does not produce the loss
lead_only = systems["antiparallel"].peak(poles["antiparallel"], 0.0, ETA)[1]
lead_only /= clean["antiparallel"]
assert abs(lead_only - 1) < 2e-3

# Unequal contacts: clean peak from the two parallel-alignment widths
gu, gd = gam["majority"], gam["minority"]
ap_formula = 4 * gu * gd / (gu + gd)**2
assert abs(clean["antiparallel"] / ap_formula - 1) < 0.01
assert abs(clean["majority"] - 1) < 1e-3 and abs(clean["minority"] - 1) < 1e-3

up, zu = systems["majority"], poles["majority"]


def full_width(eta):
    centre, top = up.peak(zu, eta)
    f = lambda e: up.trans(e, eta) - top / 2
    reach = 5 * (gu + 2 * eta)
    return brentq(f, centre, centre + reach) - brentq(f, centre - reach, centre)


width0, width1 = full_width(0.0), full_width(ETA)
assert abs(width0 / gu - 1) < 0.01
assert abs(width1 / (gu + 2 * ETA) - 1) < 0.01

# Missing probability from the scattering amplitudes
centre, top = up.peak(zu, ETA)
m, gl, gr = up.matrix(centre, ETA, 0.0)
green = np.linalg.inv(m)
reflection = abs(-1 + 1j * gl * green[0, 0])**2
missing = 1 - top - reflection
missing_formula = 8 * ETA * (gu / 2) / (gu + 2 * ETA)**2
assert abs(missing / missing_formula - 1) < 0.01

# Voltage probes of width 2 eta on every site return all absorbed carriers
pp = (2 * ETA)**2 * abs(green)**2
np.fill_diagonal(pp, 0)
from_left = gl * 2 * ETA * abs(green[:, 0])**2
to_right = gr * 2 * ETA * abs(green[:, -1])**2
mu = np.linalg.solve(np.diag(pp.sum(1) + from_left + to_right) - pp, from_left)
probe_total = top + to_right @ mu
assert abs(probe_total / (gu / (gu + 2 * ETA)) - 1) < 0.01

# Two runs, at eta and 2 eta, recover the clean peak and the width
s1 = 1 / np.sqrt(top)
s2 = 1 / np.sqrt(up.peak(zu, 2 * ETA)[1])
peak_extrap = 1 / (2 * s1 - s2)**2
gamma_extrap = ETA * (2 * s1 - s2) * 2 / (s2 - s1)
assert abs(peak_extrap - clean["majority"]) < 0.005
assert abs(gamma_extrap / gu - 1) < 0.01

# Largest eta for a one per cent peak loss
eta_one = gu / 2 * (0.99**-0.5 - 1)
loss_one = 1 - up.peak(zu, eta_one)[1] / clean["majority"]
assert abs(loss_one - 0.01) < 2e-4

# Area of a single level with unequal widths, energies in units of its width
level = lambda e, h: 0.3 * 0.7 * abs(1 / (e + 1j * h + 0.5j))**2
area = quad(level, -np.inf, np.inf, args=(0.2,))[0]
assert abs(area - 2 * np.pi * 0.3 * 0.7 / 1.4) < 1e-6

# In-plane momentum sum that crosses the whole resonance
k_res = np.sqrt(0.2 / KIN)


def plane_sum(eta):
    f = lambda k: k * (gu / 2)**2 * abs(1 / (0.2 - KIN * k*k + 1j * (eta + gu / 2)))**2
    return quad(f, 0, 2 * k_res, points=[k_res], limit=500)[0]


plane_ratio = plane_sum(ETA) / plane_sum(0.0)
assert abs(plane_ratio / (gu / (gu + 2 * ETA)) - 1) < 0.005

# Thermal average at 300 K, Fermi level at zero energy
u_max = np.arcsinh(0.2 / (gu / 2))
u = np.linspace(-u_max, u_max, 801)
energies = zu.real + gu / 2 * np.sinh(u)
weight = gu / 2 * np.cosh(u) / (4 * KT * np.cosh(energies / (2 * KT))**2)


def thermal(eta):
    return np.trapezoid(weight * [up.trans(e, eta) for e in energies], u) \
        if hasattr(np, "trapezoid") else \
        np.trapz(weight * [up.trans(e, eta) for e in energies], u)


thermal0, thermal1 = thermal(0.0), thermal(ETA)
thermal_ratio = thermal1 / thermal0
assert abs(thermal_ratio / (gu / (gu + 2 * ETA)) - 1) < 0.01

# Size of effects outside the ideal model
lifetime = 100e-15
inelastic = const.hbar / lifetime / const.e
fine = Junction(BOTTOM_UP, BOTTOM_UP, step=STEP / 2).pole(zu.real)
wider = Junction(BOTTOM_UP, BOTTOM_UP, well=WELL_NM + STEP).pole(zu.real)
lower = up.pole(-0.75)
assert abs(lower.real - zu.real) > 100 * gu
tu, td = (direct[k, ETA] * clean[k] for k in ("majority", "minority"))
false_pol = (tu - td) / (tu + td)
fu, fd = factor(gu, ETA), factor(gd, ETA)
assert abs(false_pol - (fu - fd) / (fu + fd)) < 0.003

print(f"barrier: thickness {BARRIER_NM} nm, top {BARRIER_TOP} eV, mass {BARRIER_MASS} m_e")
print(f"well: width {WELL_NM} nm, bottom {WELL_BOTTOM} eV, mass 1 m_e")
print(f"lead band bottoms: majority {BOTTOM_UP} eV, minority {BOTTOM_DOWN} eV")
print(f"grid step: {STEP} nm; Fermi level: 0 eV")
for name in systems:
    print(f"{name}: resonance {poles[name].real*1e3:.2f} meV, "
          f"Gamma {gam[name]*1e3:.4f} meV, clean peak {clean[name]:.4f}")
for name in systems:
    for eta in etas:
        print(f"{name}, eta {eta*1e3:.2f} meV: factor direct "
              f"{direct[name, eta]:.4f}, formula {factor(gam[name], eta):.4f}")
print(f"largest relative deviation from formula: {worst*100:.3f} %")
print(f"following majority results use eta = {ETA*1e3:.2f} meV")
print(f"small-eta estimate of peak loss, 4 eta/Gamma: {400*ETA/gu:.2f} %")
print(f"actual peak loss: {100*(1-direct['majority', ETA]):.2f} %")
print(f"antiparallel factor with eta in leads only: {lead_only:.5f}")
print(f"antiparallel clean peak from partial widths: {ap_formula:.4f}")
print(f"full width at eta=0: {width0*1e3:.4f} meV; with eta: {width1*1e3:.4f} meV")
print(f"reflection at peak: {reflection:.4f}")
print(f"missing probability: direct {missing:.4f}, formula {missing_formula:.4f}")
print(f"peak with voltage probes: {probe_total:.4f}")
print(f"Gamma/(Gamma+2 eta): {gu/(gu+2*ETA):.4f}")
print(f"extrapolated peak: {peak_extrap:.4f}; Gamma: {gamma_extrap*1e3:.4f} meV")
print(f"eta for 1 % peak loss: {eta_one*1e6:.3f} micro-eV; direct loss {loss_one*100:.3f} %")
print(f"false spin polarisation of peaks: {false_pol*100:.2f} %")
print(f"in-plane momentum sum factor: {plane_ratio:.4f}")
print(f"thermal energy at 300 K: {KT*1e3:.2f} meV")
print(f"300 K mean transmission: eta=0 {thermal0:.5f}, with eta {thermal1:.5f}")
print(f"300 K conductance factor: {thermal_ratio:.4f}")
print(f"rough inelastic lifetime: {lifetime*1e15:.0f} fs; width {inelastic*1e3:.2f} meV")
print(f"physical peak factor for that lifetime: {gu/(gu+inelastic):.3f}")
print(f"level shift for well wider by {STEP} nm: {(wider.real-zu.real)*1e3:.1f} meV")
print(f"distance to next lower level: {(zu.real-lower.real):.3f} eV")
print(f"half grid step: resonance {fine.real*1e3:.2f} meV, Gamma {-2e3*fine.imag:.4f} meV")
print("all tests passed")
```

Printed output:

```
barrier: thickness 1.0 nm, top 1.0 eV, mass 0.4 m_e
well: width 1.0 nm, bottom -1.0 eV, mass 1 m_e
lead band bottoms: majority -1.0 eV, minority -0.2 eV
grid step: 0.05 nm; Fermi level: 0 eV
majority: resonance 1.83 meV, Gamma 1.4682 meV, clean peak 1.0000
minority: resonance 1.48 meV, Gamma 0.8513 meV, clean peak 1.0000
antiparallel: resonance 1.65 meV, Gamma 1.1595 meV, clean peak 0.9300
majority, eta 0.01 meV: factor direct 0.9733, formula 0.9733
majority, eta 0.10 meV: factor direct 0.7744, formula 0.7746
majority, eta 1.00 meV: factor direct 0.1788, formula 0.1792
minority, eta 0.01 meV: factor direct 0.9546, formula 0.9546
minority, eta 0.10 meV: factor direct 0.6554, formula 0.6557
minority, eta 1.00 meV: factor direct 0.0889, formula 0.0891
antiparallel, eta 0.01 meV: factor direct 0.9663, formula 0.9664
antiparallel, eta 0.10 meV: factor direct 0.7272, formula 0.7274
antiparallel, eta 1.00 meV: factor direct 0.1344, formula 0.1347
largest relative deviation from formula: 0.535 %
following majority results use eta = 0.10 meV
small-eta estimate of peak loss, 4 eta/Gamma: 27.24 %
actual peak loss: 22.56 %
antiparallel factor with eta in leads only: 0.99996
antiparallel clean peak from partial widths: 0.9293
full width at eta=0: 1.4682 meV; with eta: 1.6683 meV
reflection at peak: 0.0144
missing probability: direct 0.2112, formula 0.2110
peak with voltage probes: 0.8800
Gamma/(Gamma+2 eta): 0.8801
extrapolated peak: 1.0001; Gamma: 1.4662 meV
eta for 1 % peak loss: 3.698 micro-eV; direct loss 1.001 %
false spin polarisation of peaks: 8.32 %
in-plane momentum sum factor: 0.8799
thermal energy at 300 K: 25.85 meV
300 K mean transmission: eta=0 0.02195, with eta 0.01928
300 K conductance factor: 0.8782
rough inelastic lifetime: 100 fs; width 6.58 meV
physical peak factor for that lifetime: 0.182
level shift for well wider by 0.05 nm: -70.2 meV
distance to next lower level: 0.735 eV
half grid step: resonance 7.15 meV, Gamma 1.4935 meV
all tests passed
```
